# Why hydrogen, with no core electrons, still gains from a pseudopotential

With plane waves up to a kinetic energy of 160 hartree, the ground-state energy of hydrogen is too high by $2.8\times10^{-4}$ hartree. If the potential $-1/r$ is replaced within one bohr of the proton by a smooth Troullier-Martins pseudopotential, the error at the same cutoff is $8.4\times10^{-8}$ hartree, about 3300 times smaller. Both errors are measured from the same level, $-1/2$ hartree. Both calculations contain one electron, so nothing has been removed. What has been gained, and from where?

## The belief and its appeal

The belief is that a pseudopotential serves to remove core electrons. It has a sound basis. In a heavier atom, the core orbitals change little when bonds form, and a potential that stands for nucleus and core together leaves fewer orbitals to compute. Hydrogen then seems to be the case where the method has no purpose: there is no core, and $-1/r$ is already known.

The reasoning overlooks a second task. The orbital must be represented in a basis, and plane waves represent a sharp feature poorly. The 1s function has such a feature at the proton, a cusp, whether or not other electrons are present.

How slowly the energy converges because of the cusp needs care. The exponent $-5/2$ in the cutoff energy, which might be expected for the energy error, belongs to the norm lost by truncation. The energy error falls more slowly still, with exponent $-3/2$.

## The cusp in momentum space

I use Hartree atomic units, a fixed proton and a non-relativistic electron. The 1s function and its energy are

$$\psi(r)=\frac{e^{-r}}{\sqrt\pi},\qquad E=-\frac12 .$$

The basis holds all plane waves with $k\le K$, where $E_{\rm cut}=K^2/2$. The momentum amplitude is $\varphi(\mathbf k)=(2\pi)^{-3/2}\int e^{-i\mathbf k\cdot\mathbf r}\psi\,d^3r$. For a spherical function the angular average of the exponential is $\sin(kr)/(kr)$, and $4\pi/(2\pi)^{3/2}=\sqrt{2/\pi}$, so

$$\varphi(k)=\sqrt{\frac2\pi}\,\frac1k\int_0^\infty f(r)\sin(kr)\,dr,\qquad f=r\psi .$$

Integrate by parts three times. All terms at infinity vanish, and so do terms with $\sin(kr)$ at the origin:

$$\int_0^\infty f\sin(kr)\,dr=\frac{f(0)}k-\frac{f''(0)}{k^3}-\frac1{k^3}\int_0^\infty f'''\cos(kr)\,dr .$$

Here $f(0)=0$, and $f''=2\psi'+r\psi''$ gives $f''(0)=2\psi'(0)$. One more integration by parts turns the last integral into $-(1/k)\int f''''\sin(kr)\,dr$, which is of order $1/k^2$. The leading tail is therefore

$$\varphi(k)\to-2\sqrt{\frac2\pi}\,\frac{\psi'(0)}{k^4}=\frac{2\sqrt2}{\pi k^4},$$

since $\psi'(0)=-1/\sqrt\pi$. The slope at the proton sets the tail. A function that is smooth there has $\psi'(0)=0$, and this term is absent.

The norm beyond the cutoff follows at leading order:

$$w=\int_K^\infty4\pi k^2\,\frac{8}{\pi^2k^8}\,dk=\frac{32}{\pi}\int_K^\infty\frac{dk}{k^6}=\frac{32}{5\pi K^5}.$$

This is the $E_{\rm cut}^{-5/2}$ law. Numerically, $w$ falls from $1.10\times10^{-6}$ at 160 hartree to $3.47\times10^{-8}$ at 640 hartree, an exponent of $-2.495$.

## From lost norm to energy error

Let $Q$ project onto $k>K$ and $P=1-Q$ onto the basis. Let $\psi_K$ be the normalized lowest state in the basis and $E_K$ its energy. The truncated function $P\psi=\psi-Q\psi$ is a permitted trial function. Because $(H-E)\psi=0$, only one term of its energy survives:

$$E_K-E\le\frac{\langle Q\psi|H-E|Q\psi\rangle}{1-w}.$$

With $H=T+V$ and $V=-1/r<0$, dropping $V$ can only raise this bound. What remains is the kinetic part,

$$D_K=\langle Q\psi|T-E|Q\psi\rangle=\int_K^\infty4\pi k^2\left(\frac{k^2}2-E\right)|\varphi|^2dk .$$

At large $K$ the term with $E$ is smaller by a factor of order $1/K^2$, and

$$D_K\to\frac{4\pi}{2}\,\frac{8}{\pi^2}\int_K^\infty\frac{dk}{k^4}=\frac{16}{3\pi K^3}.$$

The factor $k^2/2$ has raised the power from $K^{-5}$ to $K^{-3}$. Little norm is lost, but each lost component carries a large kinetic energy.

So far this is an upper bound. The true $\psi_K$ may do better than the truncated function, and it must be shown that this does not change the leading term. Project the two eigenvalue equations:

$$\langle\psi|H|\psi_K\rangle=E\langle\psi|\psi_K\rangle,\qquad\langle P\psi|H|\psi_K\rangle=E_K\langle\psi|\psi_K\rangle .$$

Subtract the first from the second. The kinetic energy does not connect $Q\psi$ with $\psi_K$, because it is diagonal in $k$, so

$$(E_K-E)\langle\psi|\psi_K\rangle=-\langle Q\psi|V|\psi_K\rangle .$$

Write $\psi_K=\psi+\delta$. From $V\psi=-(T-E)\psi$, the part with $\psi$ equals $D_K$. The rest is $-\langle Q\psi|V|\delta\rangle$, and its size can be bounded.

First, the norm of $\delta$. Choose the sign of $\psi_K$ so that $c=\langle\psi|\psi_K\rangle\ge0$. The part of $\psi_K$ orthogonal to $\psi$ has squared norm $1-c^2$ and lies at least $3/8$ hartree above $E$, the distance to the next level. Hence $1-c^2\le\frac83(E_K-E)$. Since $c^2\le c$,

$$\|\delta\|^2=2-2c\le2(1-c^2)\le\frac{16}3(E_K-E).$$

Second, the potential. For any admissible function $g$, expand the square in

$$0\le\int\left|\nabla g+\frac{\mathbf r}{2r^2}g\right|^2d^3r=\int|\nabla g|^2d^3r-\frac14\int\frac{g^2}{r^2}d^3r .$$

The cross term was integrated by parts with $\nabla\cdot(\mathbf r/r^2)=1/r^2$; it gives $-\frac12\int g^2/r^2$, and the last square gives $+\frac14$. Thus $\|g/r\|\le2\|\nabla g\|$.

Third, the gradient of $\delta$. Since $(H-E)\psi=0$, we have $\langle\delta|H-E|\delta\rangle=E_K-E$. Then

$$\frac12\|\nabla\delta\|^2=(E_K-E)+\langle\delta|\tfrac1r|\delta\rangle+E\|\delta\|^2 .$$

The last term is negative. The middle one is at most $2\|\delta\|\|\nabla\delta\|\le\frac14\|\nabla\delta\|^2+4\|\delta\|^2$. So $\|\nabla\delta\|^2$ is at most a constant times $E_K-E$, which is of order $K^{-3}$ by the upper bound. Finally,

$$|\langle Q\psi|V|\delta\rangle|\le2\|Q\psi\|\,\|\nabla\delta\|\sim K^{-5/2}K^{-3/2}=K^{-4}.$$

The overlap $c$ differs from one by at most order $K^{-3}$. The result is

$$E_K-E=\frac{16}{3\pi K^3}\left[1+O(1/K)\right],\qquad K^3=(2E_{\rm cut})^{3/2}.$$

At 160 hartree, $K^3=320^{3/2}=5724$, and the law gives $1.698/5724=2.97\times10^{-4}$ hartree. Diagonalization gives $2.78\times10^{-4}$, which is 6% below the law. At 2560 hartree the difference is 1.4%, and the exponent measured between 640 and 2560 hartree is $-1.489$. At 5 hartree the law gives nearly twice the actual error; it is a statement about large $K$.

## Smoothing without removing

The Troullier-Martins construction starts from the wave function. Outside a radius $r_c$ it keeps the 1s function. Inside, it sets

$$\psi_{\rm ps}=e^{p(r)},\qquad p=c_0+c_2r^2+c_4r^4+\dots+c_{12}r^{12}.$$

There are seven coefficients. Five conditions make $\psi_{\rm ps}$ and its first four derivatives continuous at $r_c$. They are simple here, because $\ln\psi=-r-\frac12\ln\pi$ is linear in $r$:

$$p(r_c)=-r_c-\tfrac12\ln\pi,\quad p'(r_c)=-1,\quad p''=p'''=p''''=0\ \text{at}\ r_c .$$

The sixth condition is that the charge inside $r_c$ be unchanged. The seventh concerns the potential, which is found by inverting the radial equation

$$-\frac12\left(\psi_{\rm ps}''+\frac2r\psi_{\rm ps}'\right)+V_{\rm ps}\psi_{\rm ps}=E\psi_{\rm ps}.$$

With $\psi_{\rm ps}'/\psi_{\rm ps}=p'$ and $\psi_{\rm ps}''/\psi_{\rm ps}=p''+p'^2$,

$$V_{\rm ps}=E+\frac{p'}r+\frac{p'^2+p''}2 .$$

At $r_c$ this is $-\frac12-1/r_c+\frac12=-1/r_c$, so the potential joins the Coulomb potential. Near the origin, $p'/r=2c_2+4c_4r^2$, $p'^2/2=2c_2^2r^2$ and $p''/2=c_2+6c_4r^2$, up to higher powers. Their sum gives

$$V_{\rm ps}=-\frac12+3c_2+(2c_2^2+10c_4)r^2+\dots$$

The seventh condition, $c_2^2+5c_4=0$, makes the potential flat at the origin.

The conditions are nonlinear in $c_2$ and have more than one solution. For $r_c=1$ bohr a second one lies near $c_2=18.4$, with a repulsive potential of about 55 hartree at the proton, and is not used. For this round choice of $r_c$, the solution taken has $c_2=-1.0994$ and $c_4=-0.2417$ in atomic units. The second value is fixed by the seventh condition: $c_2^2=1.2086$ and $c_4=-c_2^2/5$. The potential at the proton is $-0.5-3\times1.0994=-3.798$ hartree instead of minus infinity. The charge inside $r_c$ is 0.3233 electrons in both cases.

The function $\psi_{\rm ps}$ has no node. The lowest state of such a potential can be chosen positive everywhere, and a different eigenstate would have to be orthogonal to it, which a positive function cannot be. So $\psi_{\rm ps}$ is the ground state of $V_{\rm ps}$, at $-1/2$ hartree. The energy to be computed is the same, and so is the number of electrons. What differs is the shape of the function inside one bohr.

## How fast the smooth problem converges

An even $p$ makes $f=r\psi_{\rm ps}$ odd near the origin, so $f$, $f''$ and $f''''$ vanish there. At $r_c$, $f$ is continuous through its fourth derivative. Integration by parts therefore produces no boundary terms for five steps:

$$\int_0^\infty f\sin(kr)\,dr=\frac1{k^5}\int_0^\infty f^{(5)}\cos(kr)\,dr .$$

The fifth derivative jumps at $r_c$. The next step leaves a term of magnitude $J|\sin(kr_c)|/k^6$, where $J$ is the size of the jump. In $f^{(5)}=r\psi_{\rm ps}^{(5)}+5\psi_{\rm ps}^{(4)}$ only the first term jumps, and outside $r_c$ the fifth derivative of $\ln\psi$ is zero. Hence

$$J=r_c\,\psi(r_c)\,|p^{(5)}(r_c)|,\qquad|\varphi_{\rm ps}(k)|\to\sqrt{\frac2\pi}\,\frac{J|\sin(kr_c)|}{k^7}.$$

The power is $k^{-7}$ in place of $k^{-4}$. At $k=40$ bohr$^{-1}$ the Coulomb amplitude is $3.5\times10^{-7}$ and the smooth one $2.0\times10^{-10}$ in magnitude, both in bohr$^{3/2}$. The smooth amplitude oscillates, so this single value is not typical. With $J=234.1$ the envelope $\sqrt{2/\pi}\,J/k^7$ is $1.1\times10^{-9}$ at this $k$, and the leading term itself gives $8.5\times10^{-10}$. The peaks of the amplitude near this $k$ already lie within 3% of the envelope, but the oscillation is still shifted in phase against $\sin(kr_c)$.

The energy error again follows from the kinetic energy of the lost components. The potential is now bounded, so the correction to $D_K$ is at most a constant times $\|Q\psi_{\rm ps}\|\|\delta\|$. The first norm scales as $K^{-11/2}$ and the second is at most of order $K^{-9/2}$, so the correction is at most of order $K^{-10}$, smaller than the leading $K^{-9}$. Replacing $\sin^2$ by its average $\frac12$, which costs a relative error of order $1/K$, gives

$$E_K-E\to\int_K^\infty4\pi k^2\,\frac{k^2}2\,\frac2\pi\,\frac{J^2}{2k^{14}}\,dk=2J^2\int_K^\infty\frac{dk}{k^{10}}=\frac{2J^2}{9K^9}.$$

The eventual exponent in the cutoff energy is $-9/2$. Convergence is thus much faster than for the cusp, but it is still a power law and not an exponential, because a weak break remains at $r_c$.

The errors from diagonalization, in hartree, are:

| $E_{\rm cut}$ | $-1/r$ | smooth |
|---:|---:|---:|
| 5 | $3.0\times10^{-2}$ | $2.6\times10^{-2}$ |
| 10 | $1.3\times10^{-2}$ | $7.8\times10^{-3}$ |
| 20 | $5.3\times10^{-3}$ | $9.1\times10^{-4}$ |
| 40 | $2.0\times10^{-3}$ | $5.1\times10^{-5}$ |
| 80 | $7.6\times10^{-4}$ | $2.1\times10^{-6}$ |
| 160 | $2.8\times10^{-4}$ | $8.4\times10^{-8}$ |

They were obtained with the spherical combinations of plane waves, $\sin(kr)/r$, in a sphere of at least 20 bohr radius. The radius was adjusted so that $K$ falls midway between two allowed wave numbers. With that choice, enlarging the sphere to 40 or 60 bohr leaves the digits shown unchanged. With a radius of exactly 20 bohr the errors at 160 hartree come out about 1% larger, $2.81\times10^{-4}$ and $8.55\times10^{-8}$.

At 5 hartree smoothing gains almost nothing. The advantage appears at higher cutoffs and grows with the cutoff, as the table shows. From 80 to 160 hartree the smooth error falls by a factor of 25, an exponent of $-4.6$, near the final one. An exponent read from a single doubling has not settled, though: because the tail oscillates, the exponent of its kinetic energy swings between about $-4.3$ and $-4.9$ over the successive doublings from 80 to 2560 hartree. The law itself, with $J=234.1$ in atomic units, gives $2\times234.1^2/(9\times320^{9/2})=6.5\times10^{-8}$ hartree at 160 hartree. The computed error is 30% larger, so at this cutoff the law gives the size but not yet the value. The numerical check tests it much further out, for $k$ between 201 and 402 bohr$^{-1}$, where the kinetic energy in the computed tail agrees with the law within 1%.

For practical work the required cutoff says more. An error of 1 millihartree needs 66.2 hartree (1802 eV) with the Coulomb potential and 19.6 hartree (533 eV) with the smooth one. In a fixed cell the number of plane waves grows as $K^3$, thus as $E_{\rm cut}^{3/2}$, and the saving is $(66.2/19.6)^{3/2}=6.2$. For 0.1 millihartree the cutoffs are 321 and 30.0 hartree, and the saving is a factor of 35. The tighter the demand, the more the cusp costs. These figures refer to the absolute energy of the atom and to $r_c=1$ bohr; energy differences, in which part of the error can cancel, are not treated here.

## What the smoothing gives up

The function inside $r_c$ is no longer the 1s function. At the proton its value is 0.453 instead of 0.564 bohr$^{-3/2}$, so the density there is $(0.453/0.564)^2=0.65$ of the correct one. A property that depends on the density at the nucleus cannot be read directly from the smooth function.

The energy $-1/2$ hartree was built in, so its recovery says nothing about other states. What helps them is the conserved charge. Let $u(r)$ be $r$ times the regular radial solution at energy $\varepsilon$, so that $u''=2(V-\varepsilon)u$, and let a dot denote $\partial/\partial\varepsilon$. Then $\dot u''=2(V-\varepsilon)\dot u-2u$, and

$$(u\dot u'-u'\dot u)'=-2u^2 .$$

Integrate from zero to $r_c$ and divide by $u(r_c)^2$:

$$\frac{\partial}{\partial\varepsilon}\left(\frac{u'}u\right)_{r_c}=-\frac2{u(r_c)^2}\int_0^{r_c}u^2\,dr .$$

The logarithmic slope at $r_c$ is all that the outer region learns about the inner one. At the 1s energy the two potentials give the same slope and, because the inner charge is equal, the same first derivative with respect to energy. Differences begin at second order in the distance from $-1/2$ hartree.

The 2s level lies 0.375 hartree higher and was not fitted. The smooth potential puts it at $-0.124983$ hartree, against $-0.125$ for the Coulomb potential. The error is 0.017 millihartree. This supports the potential for s states in that energy range; it does not test other angular momenta, for which the construction is made separately.

## Two tasks, separately

The converse case completes the argument. Suppose that the core electrons of an atom with nuclear charge $Z$ are frozen and replaced by their mean-field potential, taken as finite at the nucleus, while the attraction $-Z/r$ is kept. In the radial equation of a valence s orbital, the terms that diverge as $1/r$ must cancel:

$$-\frac{\psi'(0)}r-\frac Zr\psi(0)=0,\qquad\psi'(0)=-Z\psi(0).$$

The tail formula then gives $\varphi\to2\sqrt{2/\pi}\,Z\psi(0)/k^4$. The core orbitals are no longer varied, yet the slow $k^{-4}$ tail is still there. The removal is also incomplete in one respect: such a potential still binds a core-like level below the valence one, so the valence orbital keeps its nodes and must be held orthogonal to that level. Hydrogen shows the opposite: no electron leaves, and the $k^{-4}$ tail gives way to one that falls as $k^{-7}$. Removing core electrons reduces the number of orbitals; smoothing the potential reduces the number of plane waves needed for each. A pseudopotential can do both, and for hydrogen the second is reason enough to use one.

## Computed results

```
matching radius r_c = 1.00 bohr
TM coefficient c0 = -0.791352 bohr^-0
TM coefficient c2 = -1.099381 bohr^-2
TM coefficient c4 = -0.241728 bohr^-4
TM coefficient c6 = 1.902962 bohr^-6
TM coefficient c8 = -2.354902 bohr^-8
TM coefficient c10 = 1.278658 bohr^-10
TM coefficient c12 = -0.266622 bohr^-12
charge inside r_c, Coulomb = 0.323324 electrons
charge inside r_c, TM = 0.323324 electrons
psi(0), Coulomb = 0.56419 bohr^-3/2
psi(0), TM = 0.45323 bohr^-3/2
TM potential at r = 0: -3.79814 hartree
phi(k = 40/bohr), Coulomb = 3.5125e-07 bohr^3/2
phi(k = 40/bohr), TM = -1.9802e-10 bohr^3/2
Ecut, Coulomb error, cusp law, TM error (all hartree)
    5  2.9627e-02  5.3684e-02  2.5795e-02
   10  1.3087e-02  1.8980e-02  7.8427e-03
   20  5.3177e-03  6.7106e-03  9.1073e-04
   40  2.0466e-03  2.3725e-03  5.1212e-05
   80  7.6218e-04  8.3882e-04  2.0927e-06
  160  2.7835e-04  2.9657e-04  8.4392e-08
  640  3.6007e-05  3.7071e-05  (Coulomb only)
 2560  4.5697e-06  4.6339e-06  (Coulomb only)
missing Coulomb norm at 160 hartree = 1.1023e-06
missing Coulomb norm at 640 hartree = 3.4677e-08
exponent of missing norm, 160-640 hartree = -2.495
exponent of Coulomb error, 640-2560 hartree = -1.489
mean exponent of TM error, 10-160 hartree = -4.13
TM error / momentum tail at 40 hartree = 0.958
TM error / momentum tail at 80 hartree = 0.988
TM error / momentum tail at 160 hartree = 0.993
jump J = 234.10 bohr^-11/2
far window = 201.1 to 402.1 bohr^-1
far TM tail / final law = 1.0043
for error 1.0 millihartree:
  Coulomb cutoff = 66.2 hartree = 1802 eV
  TM cutoff = 19.6 hartree = 533 eV
  ratio of plane-wave numbers = 6.2
for error 0.1 millihartree:
  Coulomb cutoff = 321.0 hartree = 8735 eV
  TM cutoff = 30.0 hartree = 816 eV
  ratio of plane-wave numbers = 35.0
2s level, TM = -0.1249831 hartree
2s error, TM = 0.0169 millihartree
```
